# A failing check and its repair

Subject: Diverging Polarizability of the Neutral Thomas-Fermi Atom, Finite for Its Ions.

```python
"""Static dipole polarizability alpha in Thomas-Fermi theory (atomic units).
Claims: a neutral atom whose response is confined to r<R has alpha(R)->R^3/2,
so it diverges; an ion of charge q and radius R has the finite value
    alpha = 3 * integral_0^R r^2 [1 - q^2/Q(r)^2] dr,  Q(r) = charge inside r.
Scaled variables: r=b*x, phi+mu=Z*chi/r, chi''=chi^(3/2)/sqrt(x).
The dipole potential is u(r)*cos(theta), and L = r*u'/u.
Profiles are integrated in t=sqrt(x), with the outer radius scaled to x=1;
the true nuclear condition chi(0)=1 is restored by chi(x)->s^3 chi(s x).
"""
import numpy as np
from scipy.integrate import solve_ivp
from scipy.optimize import brentq
from scipy.special import eval_legendre
from scipy.constants import physical_constants

Z = 50.0
b = 0.5 * (3 * np.pi / 4) ** (2 / 3) * Z ** (-1 / 3)
# the length b must turn Poisson's equation into the parameter-free form
assert abs(4 * np.pi * (2 * Z / b) ** 1.5 / (3 * np.pi**2) / (Z / b**3) - 1) < 1e-12


def tf_rhs(t, y):
    return [2 * t * y[1], 2 * max(y[0], 0.0) ** 1.5]


def inward(chi_edge, slope_edge, dense=True):
    s = solve_ivp(tf_rhs, (1.0, 0.0), [chi_edge, slope_edge], method="DOP853",
                  rtol=1e-11, atol=1e-12, dense_output=dense)
    assert s.success
    return s


def gauss(n, lo, hi):
    g, w = np.polynomial.legendre.leggauss(n)
    return lo + (hi - lo) * (g + 1) / 2, w * (hi - lo) / 2


def log_derivative(profile, chi0):
    """L as a function of ln(x) for the solution regular at the nucleus."""
    def rhs(tau, L):
        x = np.exp(tau)
        chi = max(profile(np.sqrt(x))[0], 0.0)
        return 2 - L - L**2 + 1.5 * x**1.5 * np.sqrt(chi)
    x_start = 1e-5 * chi0 ** (-1 / 3)
    L_start = 1 + 1.5 * x_start**1.5 * np.sqrt(chi0) / 4.5
    s = solve_ivp(rhs, (np.log(x_start), 0.0), [L_start], method="DOP853",
                  rtol=1e-9, atol=1e-10, dense_output=True)
    assert s.success
    return s.sol


def ratio_from_L(L):
    return (L - 1) / (L + 2)


# ---------- neutral atom ----------
sigma = (np.sqrt(73) - 7) / 2
delta = 1e-3   # small departure from the pure tail at the outer start
neutral = inward(144 * (1 - delta), 144 * (-3 + (3 + sigma) * delta))
chi0_n, slope0_n = neutral.y[:, -1]
core = chi0_n ** (-1 / 3)
slope_inward = slope0_n / chi0_n ** (4 / 3)


def hits_zero(t, y):
    return y[0]


def turns_up(t, y):
    return y[1]


hits_zero.terminal = True
turns_up.terminal = True
steep, shallow = -1.7, -1.5
for _ in range(38):
    mid = (steep + shallow) / 2
    s = solve_ivp(tf_rhs, (0, 6), [1.0, mid], method="DOP853", rtol=1e-11,
                  atol=1e-13, events=[hits_zero, turns_up])
    if len(s.t_events[0]):
        steep = mid
    else:
        shallow = mid
slope_shooting = (steep + shallow) / 2
assert abs(slope_inward - slope_shooting) < 1e-6


def chi_neutral(x):
    return neutral.sol(np.sqrt(x * core))[0] / chi0_n


def translation_L(x):
    """Logarithmic derivative of phi'(r) for the neutral atom."""
    chi, slope = neutral.sol(np.sqrt(x * core))
    chi, slope = chi / chi0_n, slope * core / chi0_n
    return -2 - (x * chi) ** 1.5 / (chi - x * slope)


# phi' must obey the dipole equation, written for its logarithmic derivative
for x in (0.3, 3.0, 30.0, 300.0):
    h = 1e-3
    numeric = (translation_L(x * np.exp(h)) - translation_L(x * np.exp(-h))) / (2 * h)
    L = translation_L(x)
    assert abs(numeric - (2 - L - L**2 + 1.5 * x**1.5 * np.sqrt(chi_neutral(x)))) < 1e-4

L_neutral = log_derivative(neutral.sol, chi0_n)
radii = np.array([10.0, 100.0, 1000.0, 10000.0])
L_reg = np.array([L_neutral(np.log(R / b * core))[0] for R in radii])
L_trans = np.array([translation_L(R / b) for R in radii])
barrier = np.array([1.5 * (R / b) ** 1.5 * np.sqrt(chi_neutral(R / b)) for R in radii])
alpha_conf = radii**3 * ratio_from_L(L_reg)
assert abs(L_reg[-1] - 4) < 0.01 and abs(L_trans[-1] + 5) < 0.01
assert abs(barrier[-1] - 18) < 0.1
assert np.all(np.diff(alpha_conf) > 0)
assert abs(alpha_conf[-1] / radii[-1] ** 3 - 0.5) < 0.002
assert abs(translation_L(1e-4) + 2) < 1e-3   # singular as r^-2 at the nucleus

# confined response from the integral equation, R = 10 bohr
t, w = gauss(500, 0, np.sqrt(radii[0] / b))
x, wx = t**2, 2 * t * w
response = 1.5 * np.sqrt(chi_neutral(x) / x)
less, more = np.minimum.outer(x, x), np.maximum.outer(x, x)
kernel = less / more**2 / 3 * (wx * x**2 * response)[None, :]
u = np.linalg.solve(np.eye(len(x)) + kernel, x)
alpha_integral = b**3 * np.sum(wx * x**3 * response * u) / 3
assert abs(alpha_integral / alpha_conf[0] - 1) < 1e-3

# ---------- universal profile of a nearly neutral ion ----------
growth = (7 + np.sqrt(73)) / 2
eta = 1e-8


def plain_rhs(x, y):
    return [y[1], max(y[0], 0.0) ** 1.5 / np.sqrt(x)]


def edge(x, y):
    return y[0]


edge.terminal = True
univ = solve_ivp(plain_rhs, (1, 100), [144 * (1 - eta), 144 * (-3 + (3 - growth) * eta)],
                 method="DOP853", rtol=1e-12, atol=1e-14, events=edge, dense_output=True)
X = univ.t_events[0][0]
q_univ = -X * univ.y_events[0][0][1]
k_crit = q_univ * X**3      # limit of (q/Z)*x0^3
xg, wg = gauss(400, 1, X)
cg, sg = univ.sol(xg)
inner = 1 / (9 * 576.0**2)  # region x<1, where Q = 576/x^3
ratio_univ = 1 - 3 * q_univ**2 / X**3 * (inner + np.sum(wg * xg**2 / (cg - xg * sg) ** 2))
C = 9 * np.pi**2 / 128 * k_crit * ratio_univ
R3q = 9 * np.pi**2 / 128 * k_crit


# ---------- positive ions ----------
def ratio_quadrature(profile, k):
    """alpha/R^3 from the enclosed charge, outer radius scaled to one."""
    t, w = gauss(600, 0, 1)
    chi, slope = profile(t)
    enclosed = chi - t**2 * slope
    return 3 * np.sum(w * 2 * t * t**4 * (1 - (k / enclosed) ** 2))


def ion(fraction):
    def miss(k):
        return k / inward(0.0, -k, False).y[0, -1] - fraction
    k = brentq(miss, 1e-3, k_crit * (1 - 1e-6), xtol=1e-11, rtol=1e-12)
    s = inward(0.0, -k)
    chi0 = s.y[0, -1]
    by_charge = ratio_quadrature(s.sol, k)
    by_ode = ratio_from_L(log_derivative(s.sol, chi0)(0.0)[0])
    assert abs(by_charge / by_ode - 1) < 1e-5
    return chi0 ** (1 / 3), by_charge


charges = [1, 2, 5, 10, 25]
table = []
for q in charges:
    x0, ratio = ion(q / Z)
    R = b * x0
    table.append((q, R, ratio * R**3, ratio))
    assert 0 < ratio < 1

# a nearly neutral ion must approach the separately computed universal limit
k_near = k_crit * (1 - 1e-5)
near = inward(0.0, -k_near)
near_fraction = k_near / near.y[0, -1]
near_ratio = ratio_from_L(log_derivative(near.sol, near.y[0, -1])(0.0)[0])
near_aq = 9 * np.pi**2 / 128 * k_near * near_ratio
assert near_fraction < 1e-6 and abs(near_aq / C - 1) < 1e-3

# ---------- nonlinear self-consistent ion in a finite field, q/Z = 1/2 ----------
frac = 0.5
x0 = table[-1][1] / b
field = 0.02 * frac / x0**2
t, w = gauss(400, 0, np.sqrt(1.25 * x0))
x, wx = t**2, 2 * t * w
cosines, wa = np.polynomial.legendre.leggauss(12)
less, more = np.minimum.outer(x, x), np.maximum.outer(x, x)
orders = range(5)
P = [eval_legendre(l, cosines) for l in orders]
K = [less**l / more ** (l + 1) / (2 * l + 1) * (wx * x**2)[None, :] for l in orders]
external = (1 / x - frac / x0)[:, None] - field * np.outer(x, cosines)
pot = external.copy()
for _ in range(250):
    rho = np.maximum(pot, 0) ** 1.5
    parts = [(2 * l + 1) / 2 * rho @ (wa * P[l]) for l in orders]
    new = external - sum(np.outer(K[l] @ parts[l], P[l]) for l in orders)
    change = np.max(np.abs(new - pot))
    pot = pot + 0.3 * (new - pot)
assert change < 1e-8
electrons = np.sum(wx * x**2 * parts[0])
alpha_field = -b**3 * np.sum(wx * x**3 * parts[1]) / 3 / field
nuclear_field = 1 + np.sum(wx * parts[1]) / 3 / field
assert abs(electrons - (1 - frac)) < 1e-3
assert abs(alpha_field / table[-1][2] - 1) < 5e-3
assert abs(nuclear_field - frac) < 3e-3

# ---------- output ----------
print(f"nuclear charge Z = {Z:.0f} e")
print(f"Thomas-Fermi length b = {b:.5f} bohr")
print(f"neutral slope chi'(0), inward integration = {slope_inward:.6f} (dimensionless)")
print(f"neutral slope chi'(0), outward shooting = {slope_shooting:.6f} (dimensionless)")
print(f"tail correction exponent sigma = {sigma:.4f} (dimensionless)")
print("neutral atom, response confined to r<R:")
print("R [bohr], r^2*coefficient, L regular, L translation, alpha [bohr^3], alpha/R^3")
for R, B, L, T, A in zip(radii, barrier, L_reg, L_trans, alpha_conf):
    print(f"{R:.0f}, {B:.4f}, {L:.4f}, {T:.4f}, {A:.5g}, {A / R**3:.4f}")
print(f"alpha(R=10 bohr) from integral equation = {alpha_integral:.3f} bohr^3")
print("positive ions:")
print("q [e], R [bohr], alpha [bohr^3], alpha/R^3, alpha*q [e bohr^3]")
for q, R, A, ratio in table:
    print(f"{q}, {R:.4f}, {A:.5g}, {ratio:.4f}, {A * q:.4f}")
angstrom = physical_constants["Bohr radius"][0] * 1e10
print(f"alpha for q=1 = {table[0][2] * angstrom**3:.4f} cubic angstrom")
print(f"limit of R^3*q for q/Z->0 = {R3q:.4f} e bohr^3")
print(f"limit of alpha/R^3 for q/Z->0 = {ratio_univ:.5f} (dimensionless)")
print(f"limit C of alpha*q for q/Z->0 = {C:.4f} e bohr^3")
print(f"nearly neutral ion: q/Z = {near_fraction:.2e}, alpha*q = {near_aq:.4f} e bohr^3")
print(f"finite-field test, q=25: field = {field * Z / b**2:.4f} hartree/(e bohr)")
print(f"finite-field test, q=25: electrons = {electrons * Z:.4f}")
print(f"finite-field test, q=25: alpha = {alpha_field:.6f} bohr^3")
print(f"linear formula, q=25: alpha = {table[-1][2]:.6f} bohr^3")
print(f"finite-field test, q=25: field at nucleus / F = {nuclear_field:.5f}")
print("all good")
```

It fails:

```
Traceback (most recent call last):
  File "check.py", line 211, in <module>
    assert change < 1e-8
           ^^^^^^^^^^^^^
AssertionError
```

Diagnosis: In the finite-field test, the convergence check was applied to the total potential, which includes the bare nuclear term 1/x. The grid point nearest the nucleus has x of order 1e-10, so that potential is of order 1e9 to 1e10, and its rounding error of nearly 1e-6 kept the change from ever falling below 1e-8. The iteration now stores and mixes only the bounded electronic part and adds the fixed nuclear and applied terms afterwards. The equations, cases and tolerances are the same; the 1e-8 limit now applies to the change of the electronic part, which is the only part that changes between iterations.

The change:

```diff
@@ -202,11 +202,13 @@
 K = [less**l / more ** (l + 1) / (2 * l + 1) * (wx * x**2)[None, :] for l in orders]
 external = (1 / x - frac / x0)[:, None] - field * np.outer(x, cosines)
-pot = external.copy()
+# only the bounded potential of the electrons is iterated; the nuclear 1/x is
+# huge at the first grid points and its rounding would hide convergence
+electronic = np.zeros_like(external)
 for _ in range(250):
-    rho = np.maximum(pot, 0) ** 1.5
+    rho = np.maximum(external + electronic, 0) ** 1.5
     parts = [(2 * l + 1) / 2 * rho @ (wa * P[l]) for l in orders]
-    new = external - sum(np.outer(K[l] @ parts[l], P[l]) for l in orders)
-    change = np.max(np.abs(new - pot))
-    pot = pot + 0.3 * (new - pot)
+    new = -sum(np.outer(K[l] @ parts[l], P[l]) for l in orders)
+    change = np.max(np.abs(new - electronic))
+    electronic = electronic + 0.3 * (new - electronic)
 assert change < 1e-8
 electrons = np.sum(wx * x**2 * parts[0])
```

After the repair:

```
nuclear charge Z = 50 e
Thomas-Fermi length b = 0.24032 bohr
neutral slope chi'(0), inward integration = -1.588071 (dimensionless)
neutral slope chi'(0), outward shooting = -1.588071 (dimensionless)
tail correction exponent sigma = 0.7720 (dimensionless)
neutral atom, response confined to r<R:
R [bohr], r^2*coefficient, L regular, L translation, alpha [bohr^3], alpha/R^3
10, 12.7869, 3.3213, -4.4253, 436.23, 0.4362
100, 16.9163, 3.8665, -4.8875, 4.8863e+05, 0.4886
1000, 17.8096, 3.9768, -4.9805, 4.9806e+08, 0.4981
10000, 17.9676, 3.9961, -4.9967, 4.9967e+11, 0.4997
alpha(R=10 bohr) from integral equation = 436.229 bohr^3
positive ions:
q [e], R [bohr], alpha [bohr^3], alpha/R^3, alpha*q [e bohr^3]
1, 6.0486, 73.654, 0.3328, 73.6536
2, 4.3367, 25.203, 0.3090, 50.4054
5, 2.6368, 4.8613, 0.2652, 24.3066
10, 1.6758, 1.0232, 0.2174, 10.2322
25, 0.7094, 0.042962, 0.1204, 1.0741
alpha for q=1 = 10.9143 cubic angstrom
limit of R^3*q for q/Z->0 = 743.3765 e bohr^3
limit of alpha/R^3 for q/Z->0 = 0.42830 (dimensionless)
limit C of alpha*q for q/Z->0 = 318.3874 e bohr^3
nearly neutral ion: q/Z = 7.28e-22, alpha*q = 318.3836 e bohr^3
finite-field test, q=25: field = 0.9936 hartree/(e bohr)
finite-field test, q=25: electrons = 25.0012
finite-field test, q=25: alpha = 0.042993 bohr^3
linear formula, q=25: alpha = 0.042962 bohr^3
finite-field test, q=25: field at nucleus / F = 0.49998
all good
```
